**Circular transmission-line resistance compared with a resistor network**

The program tests the total resistance between a metal disc of radius $a$ and a concentric ring $b<r<c$: a logarithmic gap term plus two contact terms with modified Bessel functions. The sheet resistances are `Rg` in the gap and `Rk` under metal, `rho` is the specific contact resistivity, and `L = sqrt(rho/Rk)` is the transfer length. It asserts that the contact part agrees with a network of annular resistors to within $2\times10^{-4}$ for four cases, including unequal sheets, strong curvature and a narrow ring; the largest relative difference found is $3.9\times10^{-5}$. Further assertions cover the current profiles, the signs and large-radius series of the corrections, the straight-edge and small-disc limits, the bound on added metal resistance and the thin-layer expansion. For the gallium nitride example the formula gives 33.5841 ohm and the network 33.5842 ohm. Setting both Bessel factors to one in a fit over six gaps raises the extracted contact resistivity by 1.09%, while an unnoticed 0.2 μm widening of every gap raises it by 11.63% in the full fit.

## Numerical verification

```python
"""Resistance of a circular transmission-line structure.

Result under test: between a metal disc (radius a) and a ring (b < r < c),
  R = Rg/(2 pi) ln(b/a) + Rk L/(2 pi a) I0(a/L)/I1(a/L) + Rk L/(2 pi b) F
with F the ring factor, which tends to K0(b/L)/K1(b/L) for a wide ring.
Rg, Rk: sheet resistance in the gap and under metal (ohm per square)
rho: specific contact resistivity (ohm um^2);  L = sqrt(rho/Rk) (um)
All lengths are in um unless a name says otherwise.
The independent road is a resistor network made from the local laws.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, curve_fit
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import ive, kve, iv, kv

TWO_PI = 2 * np.pi


def disc_factor(x):
    return ive(0, x) / ive(1, x)


def wide_ring_factor(x):
    return kve(0, x) / kve(1, x)


def ring_factor(xb, xc):
    # scaled Bessel functions avoid overflow; the common exponential cancels
    damp = np.exp(-2 * (xc - xb))
    top = kve(0, xb) * ive(1, xc) + ive(0, xb) * kve(1, xc) * damp
    bottom = kve(1, xb) * ive(1, xc) - ive(1, xb) * kve(1, xc) * damp
    return top / bottom


def parts(a, b, c, Rg, Rk, rho):
    L = np.sqrt(rho / Rk)
    gap = Rg * np.log(b / a) / TWO_PI
    disc = Rk * L / (TWO_PI * a) * disc_factor(a / L)
    ring = Rk * L / (TWO_PI * b) * ring_factor(b / L, c / L)
    return gap, disc, ring


def total(*args):
    return sum(parts(*args))


def disc_current(r, a, L):
    """Fraction of the current carried by the sheet at r under the disc."""
    return r * iv(1, r / L) / (a * iv(1, a / L))


def ring_current(r, b, c, L):
    """Fraction of the current carried by the sheet at r under the ring."""
    def flow(s):
        return s * (kv(1, s / L) * iv(1, c / L) - iv(1, s / L) * kv(1, c / L))
    return flow(r) / flow(b)


def network(a, b, c, h, Rg, Rk, rho, Rmetal=0.0, probe_in=0.0, probe_out=0.0):
    """Annular resistor network; Rmetal = 0 means equipotential metals.

    Otherwise the disc metal is held at r < probe_in, the ring metal at
    r > probe_out. Returns resistance, cell faces, sheet current fraction.
    """
    n = int(round(c / h))
    faces = np.linspace(0, c, n + 1)
    mid = (faces[1:] + faces[:-1]) / 2
    inner, outer = mid < a, mid > b
    covered = inner | outer
    sheet = np.where(covered, Rk, Rg)
    outward = sheet[:-1] * np.log(faces[1:-1] / mid[:-1])
    inward = sheet[1:] * np.log(mid[1:] / faces[1:-1])
    g_sheet = TWO_PI / (outward + inward)
    g_contact = np.where(covered, np.pi * np.diff(faces**2) / rho, 0.0)
    k = np.arange(n)
    start, end, g = [k[:-1], k], [k[1:], k + n], [g_sheet, g_contact]
    if Rmetal > 0:
        same = (inner[:-1] & inner[1:]) | (outer[:-1] & outer[1:])
        start.append(k[:-1][same] + n)
        end.append(k[1:][same] + n)
        g.append((TWO_PI / (Rmetal * np.log(mid[1:] / mid[:-1])))[same])
        high, low = inner & (mid < probe_in), outer & (mid > probe_out)
    else:
        high, low = inner, outer
    start, end, g = map(np.concatenate, (start, end, g))
    W = coo_matrix((g, (start, end)), shape=(2 * n, 2 * n)).tocsr()
    W = W + W.T
    lap = (diags(np.asarray(W.sum(axis=1)).ravel()) - W).tocsr()
    held = np.concatenate([np.zeros(n, bool), high | low | ~covered])
    v = np.zeros(2 * n)
    v[n:][high] = 1.0
    free = np.flatnonzero(~held)
    v[free] = spsolve(lap[free][:, free].tocsc(), -(lap @ v)[free])
    current = (lap @ v)[n:][high].sum()
    entering = g_contact * (v[n:] - v[:n])
    fraction = np.concatenate([[0.0], np.cumsum(entering)]) / current
    return 1 / current, faces, fraction


# ---- worked parameters: rough typical AlGaN/GaN electron sheet ----
density_cm2, mobility_cm2 = 1e13, 1600.0
rho_cm2 = 1e-5
rho = rho_cm2 * 1e8
Rs = 1 / (const.e * density_cm2 * mobility_cm2)
a, b, c = 20.0, 30.0, 60.0
L = np.sqrt(rho / Rs)
test_current = 1e-3
gap, disc, ring = parts(a, b, c, Rs, Rs, rho)
R = gap + disc + ring

# ---- network against formula, contact part compared on its own ----
cases = [(a, b, c, 0.02, Rs, Rs, rho),
         (a, b, c, 0.02, Rs, 2 * Rs, rho),
         (2.0, 3.0, 5.0, 0.005, Rs, 0.5 * Rs, rho),
         (a, b, b + 2.0, 0.02, Rs, Rs, rho)]
worst = 0.0
for case in cases:
    g0, d0, r0 = parts(*case[:3], *case[4:])
    worst = max(worst, abs((network(*case)[0] - g0) / (d0 + r0) - 1))
assert worst < 2e-4  # second-order cell error, about (h/L)^2

# ---- current profiles under both contacts ----
R_net, faces, fraction = network(*cases[0])
for depth in (0.5 * L, L, 2 * L):
    assert abs(np.interp(a - depth, faces, fraction)
               - disc_current(a - depth, a, L)) < 2e-4
    assert abs(np.interp(b + depth, faces, fraction)
               - ring_current(b + depth, b, c, L)) < 2e-4

# ---- signs of the corrections from integral representations ----
for x in (0.3, 1.0, 4.0, 12.0):
    di = quad(lambda t: np.exp(x * np.cos(t)) * (1 - np.cos(t)), 0, np.pi)[0]
    dk = quad(lambda t: np.exp(-x * np.cosh(t)) * (np.cosh(t) - 1), 0, 6)[0]
    assert abs(di / np.pi / (iv(0, x) - iv(1, x)) - 1) < 1e-6
    assert abs(dk / (kv(1, x) - kv(0, x)) - 1) < 1e-6
    assert disc_factor(x) > 1 > wide_ring_factor(x)

# ---- large-radius series, edge-strip area, cancellation ----
x = 200.0
assert abs((disc_factor(x) - 1 - 0.5 / x) * x**2 - 0.375) < 0.01
assert abs((wide_ring_factor(x) - 1 + 0.5 / x) * x**2 - 0.375) < 0.01
strip_in = np.pi * (x**2 - (x - 1)**2)
strip_out = np.pi * ((x + 1)**2 - x**2)
assert abs(TWO_PI * x / strip_in - disc_factor(x)) < 0.2 / x**2
assert abs(TWO_PI * x / strip_out - wide_ring_factor(x)) < 0.2 / x**2
plain_disc = Rs * L / (TWO_PI * a)
plain_ring = Rs * L / (TWO_PI * b)
net_shift = disc + ring - plain_disc - plain_ring
first = Rs * L**2 / (4 * np.pi) * (1 / a**2 - 1 / b**2)
second = Rs / TWO_PI * 0.375 * L**3 * (1 / a**3 + 1 / b**3)
assert abs((first + second) / net_shift - 1) < 0.02

# ---- limits: straight contacts, tiny disc, wide ring ----
big = 1e5
straight = Rs * (10 + 2 * L) / (TWO_PI * big)
assert abs(total(big, big + 10, big + 40, Rs, Rs, rho) / straight - 1) < 1e-3
tiny = 0.5
tiny_disc = parts(tiny, 3.0, 5.0, Rs, Rs, rho)[1]
excess = tiny_disc - rho / (np.pi * tiny**2)
assert abs(excess / (Rs / (8 * np.pi)) - 1) < 0.01
assert abs(ring_factor(b / L, c / L) / wide_ring_factor(b / L) - 1) < 1e-10

# ---- extraction with both Bessel factors replaced by one ----
gaps = np.array([4.0, 6.0, 10.0, 15.0, 20.0, 30.0])
edges = a + gaps
data = total(a, edges, edges + 30, Rs, Rs, rho)
design = np.column_stack([np.log(edges / a), 1 / a + 1 / edges]) / TWO_PI
Rs_fit, RL_fit = np.linalg.lstsq(design, data, rcond=None)[0]
L_fit = RL_fit / Rs_fit
rho_fit = RL_fit**2 / Rs_fit

# ---- neglected effects ----
gap_error = 0.2
wider = edges + gap_error
data_wide = total(a, wider, wider + 30, Rs, Rs, rho)
(Rs_wide, rho_wide), _ = curve_fit(
    lambda e, s, q: total(a, e, e + 30, s, s, q), edges, data_wide,
    p0=(400.0, 900.0))
R_wide = total(a, b + gap_error, c, Rs, Rs, rho)

Rmetal, probe_in, probe_out = 0.2, 5.0, 55.0
R_metal = network(*cases[0], Rmetal, probe_in, probe_out)[0]
metal_shift = R_metal - R_net
metal_bound = Rmetal / TWO_PI * np.log(a / probe_in * probe_out / b)
assert 0 < metal_shift < metal_bound

R_half = total(a, b, c, Rs, Rs / 2, rho)
hot, mobility_power = 450.0, 2.0
Rs_hot = Rs * (hot / 300.0)**mobility_power
R_hot = total(a, b, c, Rs_hot, Rs_hot, rho)


def decay_length(thickness):
    """Slowest lateral decay in a uniform layer of finite thickness."""
    y = brentq(lambda q: q * np.tan(q) - (thickness / L)**2, 1e-9, 1.5,
               xtol=1e-15)
    return thickness / y


trial = 0.5 * L
assert abs((decay_length(trial)**2 - L**2) / (trial**2 / 3) - 1) < 0.03
thickness = 0.005
thick_ppm = (decay_length(thickness) / L - 1) * 1e6

n_si = density_cm2 * 1e4
mass = 0.2 * const.m_e
fermi_eV = np.pi * const.hbar**2 * n_si / mass / const.e
free_path_nm = (const.hbar * np.sqrt(TWO_PI * n_si) * mobility_cm2 * 1e-4
                / const.e * 1e9)
thermal_mV = const.k * 300 / const.e * 1e3
field_MV_cm = test_current * Rs / (TWO_PI * a) * 1e4 / 1e6

print(f"sheet density {density_cm2:.1e} cm^-2, mobility {mobility_cm2:.0f} cm2/Vs")
print(f"sheet resistance {Rs:.2f} ohm/sq")
print(f"contact resistivity {rho_cm2:.1e} ohm cm2 = {rho:.0f} ohm um2")
print(f"radii a, b, c: {a:.0f}, {b:.0f}, {c:.0f} um")
print(f"transfer length L {L:.4f} um")
print(f"a/L {a/L:.3f}, b/L {b/L:.3f}, c/L {c/L:.3f}")
print(f"disc factor I0/I1 {disc_factor(a/L):.5f}")
print(f"wide-ring factor K0/K1 {wide_ring_factor(b/L):.5f}")
print(f"ring factor, ring 2 um wide {ring_factor(b/L, (b+2)/L):.4f}")
print(f"gap resistance {gap:.4f} ohm")
print(f"disc contact {disc:.4f} ohm, with factor one {plain_disc:.4f} ohm")
print(f"ring contact {ring:.4f} ohm, with factor one {plain_ring:.4f} ohm")
print(f"total resistance {R:.4f} ohm")
print(f"network total resistance {R_net:.4f} ohm")
print(f"worst relative network difference, contact part {worst:.1e}")
print(f"disc correction {disc-plain_disc:+.4f} ohm")
print(f"ring correction {ring-plain_ring:+.4f} ohm")
print(f"net correction {net_shift:+.4f} ohm")
print(f"net correction, first order {first:.4f} ohm, next term {second:.4f} ohm")
print(f"disc contact if current were uniform {rho/(np.pi*a**2):.4f} ohm")
print(f"current crossing within L of disc edge {100*(1-disc_current(a-L,a,L)):.2f} %")
print(f"current crossing within L of ring edge {100*(1-ring_current(b+L,b,c,L)):.2f} %")
print(f"same for a straight edge {100*(1-np.exp(-1)):.2f} %")
print("fit gaps (um):", " ".join(f"{s:.0f}" for s in gaps))
print("fit data (ohm):", " ".join(f"{q:.3f}" for q in data))
print(f"factors set to one: fitted sheet {Rs_fit:.2f} ohm/sq")
print(f"factors set to one: fitted L {L_fit:.4f} um")
print(f"factors set to one: fitted rho_c {rho_fit*1e-8:.4e} ohm cm2")
print(f"factors set to one: rho_c error {100*(rho_fit/rho-1):+.2f} %")
print(f"true gaps {gap_error:.1f} um wider: total for b=30 um {R_wide:.4f} ohm")
print(f"same, full fit: sheet {Rs_wide:.2f} ohm/sq")
print(f"same, full fit: rho_c error {100*(rho_wide/rho-1):+.2f} %")
print(f"metal sheet {Rmetal:.1f} ohm/sq, held r<{probe_in:.0f}, r>{probe_out:.0f} um")
print(f"metal adds {metal_shift:.4f} ohm, upper bound {metal_bound:.4f} ohm")
print(f"sheet under metal halved: total {R_half:.4f} ohm")
print(f"mobility falling as T^-{mobility_power:.0f}: sheet at {hot:.0f} K {Rs_hot:.1f} ohm/sq")
print(f"total at {hot:.0f} K, rho_c unchanged {R_hot:.4f} ohm")
print(f"sheet thickness {thickness*1e3:.0f} nm: decay length shift {thick_ppm:.2f} ppm")
print(f"Fermi energy (mass 0.2 m_e) {fermi_eV:.4f} eV")
print(f"mean free path {free_path_nm:.1f} nm")
print(f"test current {test_current*1e3:.0f} mA, kT/q at 300 K {thermal_mV:.2f} mV")
print(f"interface voltage at disc edge {test_current*disc*1e3:.3f} mV")
print(f"interface voltage at ring edge {test_current*ring*1e3:.3f} mV")
print(f"largest gap field {field_MV_cm:.2e} MV/cm")
print("rough scales: high-field 0.01 MV/cm, breakdown 3 MV/cm")
print("every check passed")
```

It prints:

```
sheet density 1.0e+13 cm^-2, mobility 1600 cm2/Vs
sheet resistance 390.09 ohm/sq
contact resistivity 1.0e-05 ohm cm2 = 1000 ohm um2
radii a, b, c: 20, 30, 60 um
transfer length L 1.6011 um
a/L 12.492, b/L 18.737, c/L 37.475
disc factor I0/I1 1.04265
wide-ring factor K0/K1 0.97433
ring factor, ring 2 um wide 1.1532
gap resistance 25.1735 ohm
disc contact 5.1822 ohm, with factor one 4.9702 ohm
ring contact 3.2284 ohm, with factor one 3.3135 ohm
total resistance 33.5841 ohm
network total resistance 33.5842 ohm
worst relative network difference, contact part 3.9e-05
disc correction +0.2120 ohm
ring correction -0.0851 ohm
net correction +0.1269 ohm
net correction, first order 0.1105 ohm, next term 0.0155 ohm
disc contact if current were uniform 0.7958 ohm
current crossing within L of disc edge 64.82 %
current crossing within L of ring edge 62.28 %
same for a straight edge 63.21 %
fit gaps (um): 4 6 10 15 20 30
fit data (ohm): 20.512 25.182 33.584 42.703 50.653 64.027
factors set to one: fitted sheet 391.08 ohm/sq
factors set to one: fitted L 1.6078 um
factors set to one: fitted rho_c 1.0109e-05 ohm cm2
factors set to one: rho_c error +1.09 %
true gaps 0.2 um wider: total for b=30 um 33.9758 ohm
same, full fit: sheet 388.93 ohm/sq
same, full fit: rho_c error +11.63 %
metal sheet 0.2 ohm/sq, held r<5, r>55 um
metal adds 0.0570 ohm, upper bound 0.0634 ohm
sheet under metal halved: total 31.1653 ohm
mobility falling as T^-2: sheet at 450 K 877.7 ohm/sq
total at 450 K, rho_c unchanged 69.1871 ohm
sheet thickness 5 nm: decay length shift 1.63 ppm
Fermi energy (mass 0.2 m_e) 0.1197 eV
mean free path 83.5 nm
test current 1 mA, kT/q at 300 K 25.85 mV
interface voltage at disc edge 5.182 mV
interface voltage at ring edge 3.228 mV
largest gap field 3.10e-05 MV/cm
rough scales: high-field 0.01 MV/cm, breakdown 3 MV/cm
every check passed
```
